# Energy of the self-consistent dipole correction for slab supercells: test program

```python
# Result under test: for a neutral slab in a periodic cell of height L and area A,
#     E_isolated = E_periodic + 2 pi m^2 A / L      (same charge density),
# where m is the dipole per area. The matching potential is the full 4 pi m z / L,
# whereas a fixed external field of that strength has the energy 4 pi m^2 A / L.
# Gaussian atomic units: lengths in bohr, energies in hartree (Ha), charge e = 1.
# Charge density = ionic number density - electron number density.
# Model slab: one occupied subband psi(z), Hartree electrostatics, a short-range
# Gaussian well at z = 0 and a Gaussian sheet of ionic charge displaced from it.
# The constant in-plane kinetic energy is omitted.
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh

pi = np.pi
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
area = 50.0
sheet_density = 1.0 / area
well_depth, well_width = 0.8, 2.0
ion_center, ion_width = 1.0, 1.0
step = 0.1


def wave_numbers(n):
    return 2 * pi * np.fft.fftfreq(n, step)


def kinetic_matrix(n, open_boundary):
    if open_boundary:  # sinc basis on an infinite line
        d = np.arange(n)[:, None] - np.arange(n)[None, :]
        safe = np.where(d == 0, 1, d).astype(float)
        sign = np.where(d % 2 == 0, 1.0, -1.0)
        return np.where(d == 0, pi**2 / 6, sign / safe**2) / step**2
    k = wave_numbers(n)
    t = np.fft.ifft(0.5 * k[:, None]**2 * np.fft.fft(np.eye(n), axis=0), axis=0).real
    return 0.5 * (t + t.T)


def periodic_potential(charge):
    k2 = wave_numbers(len(charge))**2
    k2[0] = 1.0
    coefficients = 4 * pi * np.fft.fft(charge) / k2
    coefficients[0] = 0.0
    return np.fft.ifft(coefficients).real


def electrostatics(z, charge, mode, length, fixed_field):
    """Potential, energy per area and dipole per area."""
    dipole = step * (z @ charge)
    if mode == "open":  # integrate the charge twice, no field on the left
        phi = -4 * pi * CubicSpline(z, charge).antiderivative(2)(z)
        return phi, 0.5 * step * (charge @ phi), dipole
    phi = periodic_potential(charge)
    energy = 0.5 * step * (charge @ phi)
    if mode == "corrected":
        phi = phi + 4 * pi * dipole * z / length
        energy += 2 * pi * dipole**2 / length
    if mode == "fixed":
        phi = phi - fixed_field * z
        energy -= dipole * fixed_field
    return phi, energy, dipole


def evaluate(psi, z, kinetic, well, ions, mode, length, fixed_field=0.0):
    """Energy per cell, potential, dipole and electron density of an orbital."""
    psi = psi / np.sqrt(step * (psi @ psi))
    density = sheet_density * psi**2
    phi, e_coulomb, dipole = electrostatics(z, ions - density, mode, length, fixed_field)
    e_orbital = sheet_density * step * (psi @ (kinetic @ psi)) + step * (density @ well)
    return area * (e_orbital + e_coulomb), phi, dipole, density


def solve(length, mode, center=ion_center, fixed_field=0.0):
    n = int(round(length / step))
    z = (np.arange(n) - n // 2) * step
    kinetic = kinetic_matrix(n, mode == "open")
    well = -well_depth * np.exp(-z**2 / (2 * well_width**2))
    ions = sheet_density * np.exp(-(z - center)**2 / (2 * ion_width**2))
    ions /= np.sqrt(2 * pi) * ion_width
    density = sheet_density * np.exp(-z**2 / 2) / np.sqrt(2 * pi)
    for _ in range(300):
        phi = electrostatics(z, ions - density, mode, length, fixed_field)[0]
        levels, vectors = eigh(kinetic + np.diag(well - phi), subset_by_index=[0, 1])
        psi = vectors[:, 0] / np.sqrt(step)
        change = sheet_density * psi**2 - density
        density = density + 0.6 * change
        if np.max(np.abs(change)) < 1e-12:
            break
    else:
        raise AssertionError("self-consistency not reached")
    energy, phi, dipole, density = evaluate(psi, z, kinetic, well, ions, mode,
                                            length, fixed_field)
    return SimpleNamespace(z=z, kinetic=kinetic, well=well, ions=ions, psi=psi,
                           levels=levels, energy=energy, phi=phi, m=dipole,
                           density=density, charge=ions - density, length=length)


print(f"area per cell = {area:.1f} bohr^2, electrons per cell = {area*sheet_density:.1f}")
print(f"well depth = {well_depth:.2f} Ha, well width = {well_width:.1f} bohr")
print(f"ion sheet position = {ion_center:.1f} bohr, width = {ion_width:.1f} bohr")
print(f"grid step = {step:.2f} bohr")

# Self-consistent slab against the independent open-boundary solution
isolated = solve(50.0, "open")
vacuum_step = isolated.phi[-1] - isolated.phi[0]
assert abs(vacuum_step - 4 * pi * isolated.m) < 1e-6
print(f"isolated slab: energy = {isolated.energy:.7f} Ha per cell")
print(f"isolated slab: dipole per area m = {isolated.m:.7f} e/bohr")
print(f"isolated slab: potential step = {vacuum_step:.6f} Ha/e")
corrected, plain = {}, {}
for length in (30.0, 40.0, 60.0):
    corrected[length] = solve(length, "corrected")
    plain[length] = solve(length, "periodic")
    c, u = corrected[length], plain[length]
    assert abs(c.energy - isolated.energy) < 2e-7
    assert abs(c.m - isolated.m) < 1e-6
    print(f"L = {length:.0f} bohr: E uncorrected = {u.energy:.7f}, "
          f"corrected = {c.energy:.7f} Ha")

c, u = corrected[30.0], plain[30.0]
length = c.length
correction = 2 * pi * c.m**2 * area / length
gap = c.levels[1] - c.levels[0]
fermi = pi * sheet_density
assert gap > fermi  # only the lowest subband is occupied
print(f"subband gap = {gap:.4f} Ha, in-plane Fermi energy = {fermi:.4f} Ha")
print("all following slab numbers are for L = 30 bohr")
print(f"dipole: corrected m = {c.m:.7f}, uncorrected m = {u.m:.7f} e/bohr")
print(f"2 pi m^2 A/L = {1e3*correction:.5f} mHa = {1e3*correction*hartree_in_ev:.3f} meV")

# False field in the vacuum of the uncorrected cell; none in the corrected cell
false_field = -(np.interp(-11, u.z, u.phi) - np.interp(-13, u.z, u.phi)) / 2
left_field = -(np.interp(-11, c.z, c.phi) - np.interp(-13, c.z, c.phi)) / 2
assert abs(false_field - 4 * pi * u.m / length) < 1e-6
assert abs(left_field) < 1e-6
print(f"vacuum field, uncorrected cell = {false_field:.6f} Ha/(e bohr)")

# Same density, two boundary conditions: potential energy and field energy
e_open = area * electrostatics(c.z, c.charge, "open", length, 0)[1]
e_periodic = area * electrostatics(c.z, c.charge, "periodic", length, 0)[1]
assert abs(e_open - e_periodic - correction) < 2e-7
print(f"same density: electrostatic energy isolated = {1e3*e_open:.5f} mHa")
print(f"same density: electrostatic energy periodic = {1e3*e_periodic:.5f} mHa")
print(f"same density: difference = {1e3*(e_open-e_periodic):.5f} mHa")
field_open = 4 * pi * CubicSpline(c.z, c.charge).antiderivative(1)(c.z)
k = wave_numbers(len(c.z))
field_periodic = -np.fft.ifft(1j * k * np.fft.fft(periodic_potential(c.charge))).real
shift = np.mean(field_periodic - field_open)
cross = area * step * np.sum(2 * field_open * shift) / (8 * pi)
square = area * length * shift**2 / (8 * pi)
field_change = area * step * np.sum(field_periodic**2 - field_open**2) / (8 * pi)
assert abs(cross + 2 * correction) < 2e-7 and abs(square - correction) < 2e-7
assert abs(field_change + correction) < 2e-7
print(f"field energy: cross term = {1e3*cross:.5f}, square term = {1e3*square:.5f} mHa")

# Half the energy belongs to the full potential: stationarity of the functional
direction = (c.z - step * np.sum(c.z * c.psi**2)) * c.psi
eta = 1e-3
trial = [evaluate(c.psi + s * eta * direction, c.z, c.kinetic, c.well, c.ions,
                  "corrected", length) for s in (1, -1)]
slope_half = (trial[0][0] - trial[1][0]) / (2 * eta)
extra = [2 * pi * area * t[2]**2 / length for t in trial]
slope_full = slope_half + (extra[0] - extra[1]) / (2 * eta)
assert abs(slope_half) < 1e-5 and abs(slope_full) > 1e-3
print(f"energy slope with 2 pi m^2 A/L: |slope| = {abs(slope_half):.1e} Ha")
print(f"energy slope with 4 pi m^2 A/L: slope = {slope_full:.5f} Ha")

# A fixed external field of equal strength: same density, twice the energy term
external = solve(length, "fixed", fixed_field=-4 * pi * c.m / length)
assert np.max(np.abs(external.density - c.density)) < 1e-9
assert abs(external.energy - c.energy - correction) < 1e-8
print(f"fixed field = {-4*pi*c.m/length:.6f} Ha/(e bohr)")
print(f"fixed field: energy = {external.energy:.7f} Ha")
print(f"fixed field minus corrected = {1e3*(external.energy-c.energy):.5f} mHa")

# Force on the ion sheet: finite difference against the full local field
shift_ion = 0.01
force_difference = -(solve(length, "corrected", ion_center + shift_ion).energy
                     - solve(length, "corrected", ion_center - shift_ion).energy) / (2 * shift_ion)
force_dipole = -area * sheet_density * 4 * pi * c.m / length
force_field = area * step * (c.ions @ field_periodic) + force_dipole
assert abs(force_difference - force_field) < 1e-5
print(f"ion force: finite difference = {force_difference:.6f} Ha/bohr")
print(f"ion force: from full field = {force_field:.6f} Ha/bohr")
print(f"ion force: part from dipole field = {force_dipole:.6f} Ha/bohr")

# Energy from the eigenvalue, with half of the total potential
from_level = area * (sheet_density * c.levels[0]
                     + 0.5 * step * ((c.ions + c.density) @ c.phi))
assert abs(from_level - c.energy) < 1e-8
print(f"energy from eigenvalue form = {from_level:.7f} Ha")

# Difference of two separately converged calculations
difference = c.energy - u.energy
lower, upper = correction, 2 * pi * u.m**2 * area / length
product = 2 * pi * c.m * u.m * area / length
assert lower < difference < upper
assert abs(difference - product) < 0.1 * (upper - lower)
print(f"converged energies: difference = {1e3*difference:.5f} mHa")
print(f"lower bound = {1e3*lower:.5f}, upper bound = {1e3*upper:.5f} mHa")
print(f"linear-response product = {1e3*product:.5f} mHa")

# The cut may move through vacuum, not through the slab
m_vacuum_cut = step * np.sum(np.where(c.z < -10, c.z + length, c.z) * c.charge)
m_slab_cut = step * np.sum(np.where(c.z < 0, c.z + length, c.z) * c.charge)
assert abs(m_vacuum_cut - c.m) < 1e-6 and abs(m_slab_cut - c.m) > 0.01
print(f"m with cut at -10 bohr = {m_vacuum_cut:.6f}, at 0 bohr = {m_slab_cut:.6f} e/bohr")

# Three-dimensional charge: +1 and -1 Gaussians, laterally displaced
side, sigma, height = 6.0, 0.8, 2.0
lateral = np.array([3.0, 3.0])
index = np.arange(-9, 10)
gx, gy = np.meshgrid(2 * pi * index / side, 2 * pi * index / side, indexing="ij")
g_parallel = np.hypot(gx, gy).ravel()
phase = (gx * lateral[0] + gy * lateral[1]).ravel()


def slab_energy_3d():
    """Real-space kernel of a charge layer periodic in the plane only."""
    nodes, weights = np.polynomial.legendre.leggauss(160)
    x, w = 7 * (nodes + 1), 7 * weights
    g = g_parallel[:, None]
    safe = np.where(g == 0, 1.0, g)
    kernel = np.where(g == 0, -2 * pi * x, 2 * pi / safe * np.exp(-g * x))

    def smeared(distance):
        bell = np.exp(-(x - distance)**2 / (4 * sigma**2))
        bell = bell + np.exp(-(x + distance)**2 / (4 * sigma**2))
        return kernel @ (w * bell) / np.sqrt(4 * pi * sigma**2)

    terms = smeared(0.0) - np.cos(phase) * smeared(height)
    return np.sum(np.exp(-(g_parallel * sigma)**2) * terms) / side**2


def periodic_energy_3d(cell):
    """Reciprocal-space sum without the zero vector."""
    count = int(np.ceil(8.5 * cell / (2 * pi)))
    gz = 2 * pi * np.arange(-count, count + 1) / cell
    g2 = g_parallel[:, None]**2 + gz[None, :]**2
    safe = np.where(g2 == 0, 1.0, g2)
    structure = 2 - 2 * np.cos(phase[:, None] + gz[None, :] * height)
    terms = np.where(g2 == 0, 0.0, 4 * pi / safe * np.exp(-g2 * sigma**2) * structure)
    return np.sum(terms) / (2 * side**2 * cell)


reference = slab_energy_3d()
print(f"3D example: side = {side:.1f}, Gaussian width = {sigma:.1f} bohr")
print(f"3D example: offsets x = y = {lateral[0]:.1f}, z = {height:.1f} bohr")
print(f"3D example: isolated-layer energy = {reference:.8f} Ha")
remainder = {}
for cell in (12.0, 15.0, 24.0):
    raw = periodic_energy_3d(cell)
    added = 2 * pi * (height / side**2)**2 * side**2 / cell
    remainder[cell] = raw + added - reference
    print(f"3D L = {cell:.0f} bohr: periodic = {raw:.8f}, correction = {added:.8f} Ha")
    print(f"3D L = {cell:.0f} bohr: remaining error = {remainder[cell]:.2e} Ha")
assert abs(remainder[24.0]) < 1e-9
decay = np.log(abs(remainder[12.0] / remainder[15.0])) / 3
shortest = 2 * pi / side
assert abs(decay / shortest - 1) < 0.01
print(f"3D decay rate = {decay:.4f}, shortest in-plane G = {shortest:.4f} 1/bohr")
print("done: every assertion held")
```

Running it gives:

```
area per cell = 50.0 bohr^2, electrons per cell = 1.0
well depth = 0.80 Ha, well width = 2.0 bohr
ion sheet position = 1.0 bohr, width = 1.0 bohr
grid step = 0.10 bohr
isolated slab: energy = -0.5782719 Ha per cell
isolated slab: dipole per area m = 0.0132353 e/bohr
isolated slab: potential step = 0.166320 Ha/e
L = 30 bohr: E uncorrected = -0.5802011, corrected = -0.5782719 Ha
L = 40 bohr: E uncorrected = -0.5797003, corrected = -0.5782719 Ha
L = 60 bohr: E uncorrected = -0.5792122, corrected = -0.5782719 Ha
subband gap = 0.3365 Ha, in-plane Fermi energy = 0.0628 Ha
all following slab numbers are for L = 30 bohr
dipole: corrected m = 0.0132353, uncorrected m = 0.0139191 e/bohr
2 pi m^2 A/L = 1.83442 mHa = 49.917 meV
vacuum field, uncorrected cell = 0.005830 Ha/(e bohr)
same density: electrostatic energy isolated = 14.68349 mHa
same density: electrostatic energy periodic = 12.84907 mHa
same density: difference = 1.83442 mHa
field energy: cross term = -3.66884, square term = 1.83442 mHa
energy slope with 2 pi m^2 A/L: |slope| = 8.9e-09 Ha
energy slope with 4 pi m^2 A/L: slope = -0.01629 Ha
fixed field = -0.005544 Ha/(e bohr)
fixed field: energy = -0.5764374 Ha
fixed field minus corrected = 1.83442 mHa
ion force: finite difference = -0.041697 Ha/bohr
ion force: from full field = -0.041698 Ha/bohr
ion force: part from dipole field = -0.005544 Ha/bohr
energy from eigenvalue form = -0.5782719 Ha
converged energies: difference = 1.92925 mHa
lower bound = 1.83442, upper bound = 2.02886 mHa
linear-response product = 1.92919 mHa
m with cut at -10 bohr = 0.013235, at 0 bohr = -0.121950 e/bohr
3D example: side = 6.0, Gaussian width = 0.8 bohr
3D example: offsets x = y = 3.0, z = 2.0 bohr
3D example: isolated-layer energy = 0.46186042 Ha
3D L = 12 bohr: periodic = 0.40370644, correction = 0.05817764 Ha
3D L = 12 bohr: remaining error = 2.37e-05 Ha
3D L = 15 bohr: periodic = 0.41531934, correction = 0.04654211 Ha
3D L = 15 bohr: remaining error = 1.03e-06 Ha
3D L = 24 bohr: periodic = 0.43277160, correction = 0.02908882 Ha
3D L = 24 bohr: remaining error = 8.30e-11 Ha
3D decay rate = 1.0456, shortest in-plane G = 1.0472 1/bohr
done: every assertion held
```
